# Plane-wave cutoffs of Gaussian pairs and multigrid assignment

**Question.** In the Gaussian and plane waves method, products of Gaussian basis functions are placed on a real-space grid and Fourier transformed to obtain the Hartree potential. How large a plane-wave cutoff does one such product need, how does that cutoff scale with the exponents and with the accepted error, and does the scaling justify distributing the products over several grids?

**Answer.** The cutoff follows from the Fourier transform of a single product, and the case for several grids follows from counting grid points.

### The pair density and its transform

Take two s-type Gaussians with exponents \(a\) and \(b\), centred at \(\mathbf A\) and \(\mathbf B\), with \(R=|\mathbf A-\mathbf B|\). Lengths are in bohr and exponents in bohr\(^{-2}\). The exponent of the product contains

\[
a|\mathbf r-\mathbf A|^2+b|\mathbf r-\mathbf B|^2
=p r^2-2\mathbf r\cdot(a\mathbf A+b\mathbf B)+aA^2+bB^2,\qquad p=a+b .
\]

With \(\mathbf P=(a\mathbf A+b\mathbf B)/p\), the first two terms are \(p|\mathbf r-\mathbf P|^2-pP^2\). The remaining constant is

\[
aA^2+bB^2-\frac{|a\mathbf A+b\mathbf B|^2}{p}
=\frac{ab(A^2+B^2-2\mathbf A\cdot\mathbf B)}{p}=\frac{ab}{p}R^2 ,
\]

because the terms \(a^2A^2\) and \(b^2B^2\) cancel once everything is put over \(p\). The pair density is therefore one Gaussian,

\[
n(\mathbf r)=K e^{-p|\mathbf r-\mathbf P|^2},\qquad K=e^{-abR^2/p}.
\]

Define \(n(\mathbf G)=\int n(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r\) and put \(\mathbf s=\mathbf r-\mathbf P\). The integral splits into three Cartesian factors. In each one,

\[
-ps^2-iGs=-p\left(s+\frac{iG}{2p}\right)^2-\frac{G^2}{4p}.
\]

The integrand is analytic and decays at both ends, so the integration line may be shifted by \(iG/2p\). Each factor is then \(\sqrt{\pi/p}\,e^{-G^2/4p}\), with \(G\) the component along that axis, and

\[
|n(\mathbf G)|=K\left(\frac{\pi}{p}\right)^{3/2}e^{-G^2/4p}.
\]

### The cutoff

Require that at the largest retained wavenumber \(G_{\max}\) the amplitude has fallen to a fraction \(\epsilon\) of its value at \(G=0\), with \(0<\epsilon<1\). The prefactors cancel, leaving \(e^{-G_{\max}^2/4p}=\epsilon\). Let \(L=\ln(1/\epsilon)\). A plane wave has kinetic energy \(G^2/2\) hartree, which is \(G^2\) Ry, so the density cutoff is

\[
E=G_{\max}^2=4pL\ \text{Ry}=2pL\ \text{hartree}.
\]

The proportionality to \(p\) is a matter of length scales: the density has width of order \(p^{-1/2}\), so its wavenumbers are of order \(p^{1/2}\) and their squares of order \(p\). The logarithm arises because the Fourier tail is itself Gaussian. Going from \(\epsilon=10^{-3}\) to \(10^{-6}\) doubles the cutoff.

For \(\epsilon=10^{-6}\), \(L=13.8155\) and the cutoff is 55.26 Ry (27.63 hartree) per unit of \(p\). The relevant exponent is the sum \(a+b\). A diffuse function multiplied by a tight one gives a tight product, which needs a high cutoff.

### How far the result depends on the criterion

The threshold above is relative to the pair's own amplitude. If the threshold is instead \(\epsilon(\pi/p)^{3/2}\), without the factor \(K\), the condition becomes \(abR^2/p+G_{\max}^2/4p=L\), or

\[
E_{\text{abs}}=4pL-4abR^2 .
\]

When the right side is negative, the whole pair lies below the threshold. For \(a=1\), \(b=3\) and \(R^2=1.55\) bohr\(^2\), the cutoff falls from 221.05 Ry by \(4\times3\times1.55=18.60\) Ry to 202.45 Ry. The relative criterion is the safer of the two, since it never gives the lower cutoff.

One may also limit the root-mean-square part of the density lost beyond \(G_{\max}\) to a fraction \(\epsilon\) of the whole. With \(u=G^2/2p\), the squared amplitude times the volume element is proportional to \(u^{1/2}e^{-u}du\). With \(x=G_{\max}^2/2p\), the condition is

\[
\frac{2}{\sqrt\pi}\int_x^\infty u^{1/2}e^{-u}du=\epsilon^2 .
\]

Integration by parts gives \(\sqrt{x}\,e^{-x}\) plus a remainder smaller by a factor of order \(1/(2x)\). Dropping the remainder and taking logarithms gives \(x\approx2L+\tfrac12\ln x+\ln(2/\sqrt\pi)\). To leading order \(x\) may be replaced by \(2L\) inside the logarithm:

\[
E_{\text{rms}}=2px\approx 4pL+p\ln(2L)+2p\ln\frac{2}{\sqrt\pi}.
\]

This is still proportional to \(p\) at fixed \(\epsilon\), but it is proportional to \(L\) only asymptotically. Solving the exact integral condition numerically, the ratio \(E_{\text{rms}}/(4pL)\) is 1.110, 1.066 and 1.039 for \(\epsilon=10^{-3}\), \(10^{-6}\) and \(10^{-12}\); the leading-order formula gives 1.104, 1.064 and 1.038.

Angular factors act in a similar way. Two \(p_x\) functions on one centre give \(x^2e^{-pr^2}\), where \(x\) is now the coordinate. A factor \(x^2\) in real space becomes \(-\partial^2/\partial G_x^2\) in reciprocal space, and

\[
-\frac{\partial^2}{\partial G_x^2}e^{-G^2/4p}
=\frac{1}{2p}\left(1-\frac{G_x^2}{2p}\right)e^{-G^2/4p}.
\]

Along \(x\), with \(t=G^2/4p\), the amplitude relative to \(G=0\) is \(|1-2t|e^{-t}\). Its outer lobe peaks at \(t=3/2\), and beyond that peak the threshold is met when \(t=L+\ln(2t-1)\). For \(\epsilon=10^{-6}\) this gives 69.33 Ry per unit of \(p\), 25% above the s-pair value. A cutoff set for s pairs thus needs a margin when higher angular momenta are present.

For angular functions on two centres, \(x-A_x=(x-P_x)+(P_x-A_x)\), so the polynomial also depends on the scaled distance \(\sqrt p\,(P_x-A_x)\). Strict proportionality to \(p\) is then guaranteed when such scaled distances are kept fixed, and not in general otherwise. The amplitude at \(G=0\) can also vanish. It does so by symmetry for an s and a p function on one centre. For two \(p_x\) functions with \(a=b\), separated by \(R\) along \(x\), the polynomial is \(s^2-R^2/4\) with \(s=x-P_x\), so \(n(0)\propto 1/(2p)-R^2/4\), which is zero at \(R^2=2/p\). At or near such a zero a threshold relative to \(n(0)\) loses its meaning, and another reference is needed, such as the largest amplitude or the root-mean-square criterion above.

### From cutoff to grid points

A cubic grid that represents wavenumbers up to \(G_{\max}\) along each axis has spacing \(h=\pi/G_{\max}\). On its points, two plane waves whose wavevectors differ by a vector \(\mathbf Q\) with components that are multiples of \(2\pi/h=2G_{\max}\) are indistinguishable. The sampled coefficient is therefore \(\sum_{\mathbf Q}n(\mathbf G+\mathbf Q)\). At the edge \(G_x=-G_{\max}\), with the other components zero, the nearest unwanted term has the same size as the wanted one, namely \(\epsilon\) relative to \(n(0)\).

The total charge is much less sensitive. At \(\mathbf G=0\) the six nearest unwanted terms have \(|\mathbf Q|=2G_{\max}\), and each has relative size \(e^{-4G_{\max}^2/4p}=\epsilon^4\). For a density centred on a grid point they add in phase, so the relative charge error is about \(6\epsilon^4\). At \(\epsilon=0.01\) it is only \(6\times10^{-8}\). A correct charge is thus no proof that the density is resolved.

In real space the Gaussian must also be truncated. Using the same \(\epsilon\), stop at the radius where \(e^{-pr_c^2}=\epsilon\), so \(r_c=\sqrt{L/p}\). This truncation has its own error. With \(u=pr^2\), the fraction of the charge outside \(r_c\) is \(\frac{2}{\sqrt\pi}\int_L^\infty u^{1/2}e^{-u}du\approx\frac{2}{\sqrt\pi}\sqrt L\,\epsilon\), which is far larger than the aliasing error \(6\epsilon^4\) and is not reduced by a finer grid: averaged over positions of the centre, the grid sum over the discarded points equals this integral for any spacing, while for one centre it scatters about that value. On the grid matched to this pair,

\[
\frac{r_c}{h}=\sqrt{\frac Lp}\,\frac{\sqrt{4pL}}{\pi}=\frac{2L}{\pi}.
\]

Averaged over positions of the centre relative to the grid, the number of points inside the sphere is its volume divided by \(h^3\):

\[
N_0=\frac{4\pi}{3}\left(\frac{2L}{\pi}\right)^3=\frac{32L^3}{3\pi^2}.
\]

The exponent has cancelled. A broad pair covers more space, but its matched grid is coarser in the same proportion. For \(\epsilon=10^{-6}\), \(N_0\approx2850\).

On a grid of cutoff \(E_1\) the spacing is \(\pi/\sqrt{E_1}\), and the count becomes

\[
N(E_1)=N_0\left(\frac{E_1}{4pL}\right)^{3/2}.
\]

With a single grid, \(E_1\) is fixed by the tightest pair, and the cost of a broad pair grows as \(p^{-3/2}\). This is the waste that several grids remove.

### The assignment rule

Let the grids have cutoffs \(E_i=E_1/\alpha^{i-1}\), with \(\alpha>1\). Put each pair on the coarsest grid for which \(E_i\ge4pL\). If a coarser grid exists, it was rejected because \(E_i/\alpha<4pL\). Hence \(E_i/(4pL)<\alpha\), and the pair costs less than \(\alpha^{3/2}N_0\). This bound can fail on the last grid, where a very broad pair has nothing coarser to use. A pair with \(4pL>E_1\) is not resolved on any of the grids, and \(E_1\) must be raised.

When all grids span the same periodic cell, the plane waves of a coarse grid are a subset of those of a finer one. A cubic cell of edge \(\ell\) with \(N\) points per edge has cutoff \((\pi N/\ell)^2\), so the progression \(E_1/\alpha^{i-1}\) can in general be realised only approximately. The separately transformed densities can therefore be combined by adding coefficients of equal \(\mathbf G\), without interpolation.

### A worked estimate

Take s exponents 0.1, 0.3, 1 and 3 bohr\(^{-2}\), \(\epsilon=10^{-6}\), \(\alpha=3\), and four grids with cutoffs 340, 113.33, 37.78 and 12.59 Ry. These are model parameters. The tightest pair has \(p=6\) and needs 331.57 Ry, so the finest grid suffices.

The broadest pair has \(p=0.2\) and needs \(4\times0.2\times13.8155=11.05\) Ry, so it goes on grid 4. Its expected cost there is \(2850\,(12.59/11.05)^{3/2}\approx3470\) points. On the finest grid it would be \(2850\,(340/11.05)^{3/2}\approx486\,000\). Direct counts, averaged over random centres, give for all ten pairs:

| \(p\) (bohr\(^{-2}\)) | needed (Ry) | grid | points | on finest |
|---|---|---|---|---|
| 0.2 | 11.05 | 4 | 3466 | 486257 |
| 0.4 | 22.10 | 3 | 6367 | 171918 |
| 0.6 | 33.16 | 3 | 3466 | 93581 |
| 1.1 | 60.79 | 2 | 7255 | 37696 |
| 1.3 | 71.84 | 2 | 5646 | 29344 |
| 2.0 | 110.52 | 2 | 2959 | 15377 |
| 3.1 | 171.31 | 1 | 7967 | 7967 |
| 3.3 | 182.36 | 1 | 7255 | 7255 |
| 4.0 | 221.05 | 1 | 5436 | 5436 |
| 6.0 | 331.57 | 1 | 2959 | 2959 |

The totals are 52,776 points with four grids and 857,791 with the finest alone, a saving by a factor of about 16. More than half of the single-grid cost comes from the broadest pair. The factor counts each exponent pair once and omits the Fourier transforms; in a crystal, the number of pairs of each kind would change the weights.

The saving is useful only if accuracy survives. The numerical check therefore places two unit charges, with exponents 0.744 and 2.977 bohr\(^{-2}\), in a periodic cube of edge 12 bohr. Grids of 20 and 40 points per edge are matched to them at \(\epsilon=10^{-4}\). The error is measured as the square root of the Hartree energy of the density error, divided by that of the exact density, with \(\mathbf G=0\) omitted. For centres about 1.4 bohr apart it is \(3.5\times10^{-5}\) with the correct assignment, and the relative error of the Hartree energy is \(1.5\times10^{-7}\). The first figure changes little with the positions; the second depends on them and reaches about \(10^{-6}\) when the two charges are concentric. In this check the Gaussians are sampled without truncation at \(r_c\), so these figures test the grid assignment alone. Truncation at the same \(\epsilon\) would in addition remove a charge fraction of about \(\frac{2}{\sqrt\pi}\sqrt L\,\epsilon\approx3.4\times10^{-4}\) to leading order, on one grid or on several. With this truncation, which the point counts above assume, the density error becomes \(1.6\times10^{-4}\) and the relative energy error \(2\times10^{-4}\), the same on two grids as on the fine grid alone; the truncation, not the grid assignment, then sets the accuracy.

With both charges on the coarse grid, the density error rises to \(4.1\times10^{-2}\). The tight exponent is four times too large for that grid, so its amplitude at the cutoff is \(\epsilon^{1/4}=0.1\) instead of \(10^{-4}\). For the Hartree term of s-type pairs, the cutoff law thus justifies coarse grids for broad pairs and, equally, forbids them for tight ones whose prefactor \(K\) is not small.

## Values computed for the example and the checks

```
Relative amplitude threshold eps: 1.0e-06
ln(1/eps): 13.8155
Cutoff per unit pair exponent: 55.262 Ry bohr^2
Same coefficient: 27.631 hartree bohr^2
Squared separation in pair test: 1.550 bohr^2
a=0.5, b=0.5 bohr^-2: relative cutoff 55.26 Ry, absolute 53.71 Ry
a=1.0, b=3.0 bohr^-2: relative cutoff 221.05 Ry, absolute 202.45 Ry
a=0.3, b=6.0 bohr^-2: relative cutoff 348.15 Ry, absolute 336.99 Ry
RMS criterion eps=1e-03: cutoff/(4pL)=1.1098
RMS criterion eps=1e-06: cutoff/(4pL)=1.0662
RMS criterion eps=1e-12: cutoff/(4pL)=1.0390
p_x-p_x pair: cutoff per exponent 69.328 Ry bohr^2
p_x-p_x cutoff relative to s-s: 1.2545
Grid charge error at eps=0.01: 6.000e-08
Matched-grid radius / spacing: 8.795
Matched-grid points per pair, formula: 2849.9
Matched-grid points per pair, counted: 2849.3
Grid progression factor: 3.0
Bound on cost excess: 5.196
Grid 1: cutoff 340.00 Ry, spacing 0.1704 bohr, largest p 6.1525 bohr^-2
Grid 2: cutoff 113.33 Ry, spacing 0.2951 bohr, largest p 2.0508 bohr^-2
Grid 3: cutoff 37.78 Ry, spacing 0.5111 bohr, largest p 0.6836 bohr^-2
Grid 4: cutoff 12.59 Ry, spacing 0.8853 bohr, largest p 0.2279 bohr^-2
a=0.1 b=0.1 p=0.2 bohr^-2: need 11.05 Ry, grid 4, points 3466, on finest 486257
a=0.1 b=0.3 p=0.4 bohr^-2: need 22.10 Ry, grid 3, points 6367, on finest 171918
a=0.3 b=0.3 p=0.6 bohr^-2: need 33.16 Ry, grid 3, points 3466, on finest 93581
a=0.1 b=1.0 p=1.1 bohr^-2: need 60.79 Ry, grid 2, points 7255, on finest 37696
a=0.3 b=1.0 p=1.3 bohr^-2: need 71.84 Ry, grid 2, points 5646, on finest 29344
a=1.0 b=1.0 p=2.0 bohr^-2: need 110.52 Ry, grid 2, points 2959, on finest 15377
a=0.1 b=3.0 p=3.1 bohr^-2: need 171.31 Ry, grid 1, points 7967, on finest 7967
a=0.3 b=3.0 p=3.3 bohr^-2: need 182.36 Ry, grid 1, points 7255, on finest 7255
a=1.0 b=3.0 p=4.0 bohr^-2: need 221.05 Ry, grid 1, points 5436, on finest 5436
a=3.0 b=3.0 p=6.0 bohr^-2: need 331.57 Ry, grid 1, points 2959, on finest 2959
Total points, multigrid: 52776
Total points, finest grid only: 857791
Saving in collocation points: factor 16.25
Two-density test: eps=1e-04, box edge 12.0 bohr
Broad and tight exponents: 0.7442, 2.9766 bohr^-2
Points per box edge, coarse and fine: 20, 40
Reference periodic Hartree energy: 1.187162 hartree
Relative Coulomb-norm error, correct grids: 3.465e-05
Relative Hartree-energy error, correct grids: 1.464e-07
Relative Coulomb-norm error, both on coarse: 4.059e-02
```
